Two derivations of the two-dimensional hydrogen polarizability, 21/128

## First half: the Sternheimer equation

An in-plane field of 0.1 MV/cm lowers the ground state of a certain model exciton by 0.043 meV. When one feature of the model is changed, namely the way the semiconductor sheet itself screens the attraction, the same field lowers the level by 1.13 meV, to second order in the field. The mass, the surroundings and the field are the same in both calculations. The distance between electron and hole grows by a factor of only 2.3, from 0.73 to 1.68 nm, yet the polarizability grows by a factor of 26.

The smaller shift belongs to two-dimensional hydrogen, for which the polarizability can be found in closed form. It is 21/128 in effective atomic units. This half derives that number from the first-order change of the wave function. The second half derives it again from a pair of oscillators, compares what the two routes assume, and returns to the factor of 26.

The model consists of an electron and a hole that move in a plane, each with an isotropic effective mass. Let m_e and m_h be the two masses and μ = m_e m_h/(m_e + m_h) the reduced mass. The surroundings have dielectric constant κ, and the attraction at distance r is −e²/(4πε₀κr). Spin and electron–hole exchange are left out.

A uniform field 𝓔 points along x. The electron has charge −e and potential energy +e𝓔x_e; the hole has charge +e and potential energy −e𝓔x_h. Their sum is

e𝓔(x_e − x_h) = e𝓔x,

where x is the relative coordinate. The pair is neutral, so the field exerts no net force on it and the motion of the centre of mass separates off. What remains is one particle of mass μ in a plane.

Lengths are measured in the effective Bohr radius a* and energies in the effective hartree Ha*:

a* = 4πε₀κħ²/(μe²),  Ha* = e²/(4πε₀κa*).

With these units the kinetic energy is −∇²/2 and the attraction is −1/r. The Hamiltonian in the field is

H = H₀ + Fx,  H₀ = −∇²/2 − 1/r,  F = e𝓔a*/Ha*.

The polarizability α is defined by the energy at weak field,

E(F) = E₀ − αF²/2 + O(F⁴).

There are no odd powers, because reflecting x turns F into −F and leaves the spectrum unchanged. Strictly, the field makes the level metastable: far down the slope the energy Fx lies below any bound level, and the pair can tunnel apart. E(F) therefore means the perturbation series in F, or the real part of the energy of the metastable state.

To return to ordinary units, write the shift as −αF²Ha*/2 and insert F. This gives −(αe²a*²/Ha*)𝓔²/2, so the polarizability in ordinary units is αe²a*²/Ha*. Because a* is proportional to κ/μ and Ha* to μ/κ², this unit of polarizability is proportional to κ⁴/μ³.

The example takes rough typical values for a monolayer of WSe₂ enclosed in hexagonal boron nitride: μ = 0.20 electron masses and κ = 4.5. The ordinary Bohr radius is 0.05292 nm and the ordinary hartree is 27.211 eV, so

a* = 4.5 × 0.05292 nm / 0.20 = 1.191 nm,

Ha* = 27.211 eV × 0.20 / 4.5² = 0.2688 eV.

The unit of field is Ha*/(e a*) = 0.2257 V/nm, or 2.257 MV/cm. A field of 0.1 MV/cm thus corresponds to F = 0.1/2.257 = 0.0443, which is small.

**The ground state.** Without the field, try ψ = e^(−kr). In the plane, a function of r alone obeys ∇²ψ = ψ″ + ψ′/r. Here this equals (k² − k/r)ψ, and the equation H₀ψ = Eψ becomes

−k²/2 + k/(2r) − 1/r = E.

The terms in 1/r must cancel, which requires k = 2. The constant terms then give E₀ = −2. The function has no node and is the ground state. Its normalization follows from

∫₀^∞ e^(−4r) 2πr dr = 2π/16 = π/8,

so that

ψ₀ = √(8/π) e^(−2r).

The binding energy is 2 Ha*, which is 0.538 eV in the example. The factor k = 2 also shows that the natural decay length of the wave function is a*/2.

Averages of powers of r will be needed. With ψ₀² = (8/π)e^(−4r) and the area element 2πr dr,

⟨rⁿ⟩ = 16 ∫₀^∞ r^(n+1) e^(−4r) dr = 16 (n+1)!/4^(n+2).

For n = 2 this is 16 × 6/256 = 3/8. For n = 3 it is 16 × 24/1024 = 3/8. The root-mean-square distance is √(3/8) a* = 0.73 nm in the example.

**Expansion in the field.** Write ψ = ψ₀ + Fψ₁ + F²ψ₂ + … and E = E₀ + FE₁ + F²E₂ + …, insert both into (H₀ + Fx)ψ = Eψ, and collect equal powers of F. The first power gives

(H₀ − E₀)ψ₁ = (E₁ − x)ψ₀.

Multiply by ψ₀ and integrate. H₀ is Hermitian, so the left side vanishes and E₁ = ⟨ψ₀|x|ψ₀⟩. This is zero, since ψ₀² is even in x. What is left is the Sternheimer equation,

(H₀ − E₀)ψ₁ = −xψ₀.

The second power of F gives, with E₁ = 0,

(H₀ − E₀)ψ₂ + xψ₁ = E₂ψ₀.

Multiplying by ψ₀ and integrating removes the term in ψ₂ for the same reason, and

E₂ = ⟨ψ₀|x|ψ₁⟩.

Comparison with the definition of α gives α = −2E₂. The second-order energy thus needs the wave function only to first order.

**Removing the potential.** Put ψ₁ = gψ₀, with g an unknown function of position. The product rule gives

∇²(gψ₀) = ψ₀∇²g + 2∇g·∇ψ₀ + g∇²ψ₀.

Acting with H₀ − E₀, the terms in which g is not differentiated add up to g(H₀ − E₀)ψ₀, which is zero. The potential and the energy disappear with them:

(H₀ − E₀)(gψ₀) = −(ψ₀/2)∇²g − ∇g·∇ψ₀.

The gradient of ψ₀ points along the radius and equals −2ψ₀, so −∇g·∇ψ₀ = 2ψ₀ ∂g/∂r. Dividing the Sternheimer equation by ψ₀ then leaves

−∇²g/2 + 2 ∂g/∂r = −x.

The right side is −r cos φ, where φ is the angle from the x axis. Neither operator on the left mixes angular functions, so we take g = f(r) cos φ. The Laplacian in the plane gives (f″ + f′/r − f/r²) cos φ. Multiplying the equation by −2 and dividing by cos φ,

f″ + f′/r − f/r² − 4f′ = 2r.

**Solving the radial equation.** The source is linear in r, and the term −4f′ lowers a power by one. This suggests a polynomial of second degree without a constant term, since f must vanish at the origin for g to be continuous there:

f = ar + br².

The separate terms are

f″ = 2b,  f′/r = a/r + 2b,  −f/r² = −a/r − b,  −4f′ = −4a − 8br.

The terms in 1/r cancel. The sum is 3b − 4a − 8br, and it must equal 2r for every r. The linear terms give b = −1/4. The constant terms give a = 3b/4 = −3/16. Since r cos φ = x,

ψ₁ = −(3/16 + r/4) x ψ₀.

Could another solution exist? The difference D of two normalizable solutions would satisfy (H₀ − E₀)D = 0, and so would be a state of energy −2. In the angular sector cos φ there is none. To see this, try R = r e^(−kr) for the radial part of such a state. Then

R″ + R′/r − R/r² = (k²r − 3k)e^(−kr),

and the eigenvalue equation, after removal of the exponential, is

−(k²r − 3k)/2 − 1 = Er.

The constants give k = 2/3, and the linear terms give E = −k²/2 = −2/9. This radial function has no node for r > 0, so it is the lowest in its sector. Every state there lies at −2/9 or above, and the value −2 does not occur. In the full plane one could still add a multiple of ψ₀ itself, which only changes the normalization of the total function. The solution above is odd in x and therefore already orthogonal to ψ₀.

**The polarizability.** Insert ψ₁ into the formula for E₂:

E₂ = −∫ (3/16 + r/4) x² ψ₀² d²r.

The factor in brackets and ψ₀² depend on r alone, so x² = r² cos² φ may be replaced by its angular average r²/2. Hence

E₂ = −(1/2)[(3/16)⟨r²⟩ + (1/4)⟨r³⟩]
 = −(1/2)(3/8)(3/16 + 4/16)
 = −21/256,

and

α = −2E₂ = 21/128 = 0.1641.

The induced displacement gives the same number. To first order in F, the mean of x is

⟨x⟩ = 2F⟨ψ₀|x|ψ₁⟩ = 2FE₂ = −αF.

The factor 2 comes from the two cross terms in the square of ψ₀ + Fψ₁. The minus sign says that the electron moves against the field relative to the hole. The dipole moment is −ex, so it points along the field, as it should for a ground state.

In the example one unit of polarizability is Ha*/(2.257 MV/cm)² = 52.8 meV/(MV/cm)². Multiplying by 21/128, with unrounded factors, gives

α = 8.65 meV/(MV/cm)² = 0.865 e nm²/V.

The conversion uses 1 MV/cm = 0.1 V/nm. At 0.1 MV/cm the shift is −8.65 × 0.01/2 = −0.043 meV, the smaller of the two numbers at the start.

**What the response looks like.** When the field is switched on slowly, probability flows, and each part of the cloud is displaced by a vector ξ. The density changes by 2Fgψ₀², so continuity requires ∇·(ψ₀²ξ) = −2Fgψ₀². The current is the density times the gradient of the phase, so ξ = F∇h, and continuity becomes −∇²h/2 + 2 ∂h/∂r = g. This is the operator of the Sternheimer equation with g as the source, and a polynomial one degree higher solves it in the same way:

h = −(17/256 + 17r/192 + r²/24) x.

At the centre the displacement along x is −17F/256 = −0.066F, about 40 % of the mean. It grows outward, and at r = 1 it is −0.37F on the x axis and −0.20F on the y axis. Its average over the cloud is −αF, as it must be. The tightly held inner part of the cloud moves least, while the weakly held outer part moves most. The two terms of E₂ show the weight of the outer region as well: the part of ψ₁ that grows as rx supplies 4/7 of α and the part proportional to x supplies 3/7.

The same growth shows where the expansion breaks down locally. The ratio Fψ₁/ψ₀ reaches order one when Fr²/4 is about one, or r ≈ 2/√F. For F = 0.0443 this is 9.5 a*, where ψ₀² has fallen by a factor e^(−38) from its central value. The failure of the first-order function at such distances has no visible effect on the polarizability.

**Which excited states are involved.** The function ψ₁ can be expanded in the eigenstates of H₀. Let x_n0 be the matrix element of x between state n and the ground state. Projecting the Sternheimer equation on state n gives the coefficient −x_n0/(E_n − E₀), and therefore

α = 2 Σ_n |x_n0|²/(E_n − E₀),

where the sum includes an integral over unbound states. All terms are positive.

The lowest excited state can be evaluated by hand. It is N r e^(−2r/3) cos φ, and the angular integral of cos² φ is π. Its normalization requires

N²π ∫₀^∞ r³e^(−4r/3) dr = N²π × 6 × (3/4)⁴ = 1.

The matrix element is

x₁₀ = N√(8/π) π ∫₀^∞ r³e^(−8r/3) dr = N√(8π) × 6 × (3/8)⁴.

Squaring and inserting N² gives |x₁₀|² = 243/4096. The gap is 2 − 2/9 = 16/9, so this state contributes

2 × (243/4096) × (9/16) = 0.0667,

or 41 % of the total. A numerical sum of the same kind over the first 20,000 bound levels gives 0.0848. A separate numerical integral over the unbound Coulomb waves gives 0.0792. Before rounding, the two add up to 0.1641. In this model, then, 48 % of the polarizability comes from unbound states, although a weak static field ionizes hardly any pairs. These states enter as parts of a localized distortion. The polynomial in ψ₁ contains them all, so no spectrum had to be summed to obtain 21/128.

## Second half: two oscillators, and what each route assumes

The first half used effective atomic units, with length a* and energy Ha*. An electron and a hole at relative position (x, y) and distance r have the Hamiltonian −∇²/2 − 1/r + Fx, where F is the reduced field. At F = 0 the ground state is proportional to e^(−2r) and has energy −2. The response to the field was ψ₁ = −(3/16 + r/4)xψ₀, and α = 21/128 followed from it. The example has a* = 1.191 nm, Ha* = 0.2688 eV and F = 0.0443.

The second derivation does not use the Sternheimer equation in the plane. It changes coordinates so that the problem splits into two one-dimensional ones.

**Parabolic coordinates.** Define u and v by

x = (u² − v²)/2,  y = uv.

Then x² + y² = (u² − v²)²/4 + u²v² = (u² + v²)²/4, so

r = (u² + v²)/2.

The points (u, v) and (−u, −v) describe the same position. An acceptable wave function must therefore be unchanged when both signs are reversed.

The Laplacian follows from the chain rule. The derivatives of the coordinates are ∂x/∂u = u, ∂y/∂u = v, ∂x/∂v = −v and ∂y/∂v = u. Using subscripts for derivatives,

ψ_u = uψ_x + vψ_y,  ψ_v = −vψ_x + uψ_y.

Differentiating once more,

ψ_uu = ψ_x + u²ψ_xx + 2uvψ_xy + v²ψ_yy,

ψ_vv = −ψ_x + v²ψ_xx − 2uvψ_xy + u²ψ_yy.

In the sum, the first derivatives and the mixed derivatives cancel:

ψ_uu + ψ_vv = (u² + v²)(ψ_xx + ψ_yy) = 2r∇²ψ.

Now multiply the Schrödinger equation by 2r. The attraction −1/r becomes the constant −2. The field term becomes

2rFx = F(u² + v²)(u² − v²)/2 = (F/2)(u⁴ − v⁴).

The energy term becomes −E(u² + v²). With the definition ω² = −2E, which is positive for a bound state, the equation reads

[−∂²/∂u²/2 + ω²u²/2 + (F/2)u⁴]ψ + [−∂²/∂v²/2 + ω²v²/2 − (F/2)v⁴]ψ = 2ψ.

Each bracket contains one variable. The solutions are products U(u)V(v), and the eigenvalues of the two brackets must add up to 2. The usual roles are exchanged here. The unknown energy sits in the frequency ω, while the known strength of the attraction fixes the sum of the eigenvalues.

Without the field both brackets are harmonic oscillators, and the condition is ω(n_u + n_v + 1) = 2. Reversing both signs multiplies the product by (−1)^(n_u+n_v), so n_u + n_v must be even. The lowest state has ω = 2 and E = −ω²/2 = −2. The next has n_u + n_v = 2, ω = 2/3 and E = −2/9, as found in the first half. The ground-state product is e^(−u²)e^(−v²) = e^(−2r), also as before.

**The quartic oscillator to second order.** With the field on, we need the lowest eigenvalue of

−(1/2)d²/du² + ω²u²/2 + gu⁴

to second order in g. For the u oscillator g = F/2, and for the v oscillator g = −F/2. Write u = (A + A†)/√(2ω), where A and A† lower and raise the oscillator number, so that u⁴ = (A + A†)⁴/(4ω²). Apply A + A† four times to the lowest state |0⟩:

once: |1⟩
twice: |0⟩ + √2|2⟩
three times: 3|1⟩ + √6|3⟩
four times: 3|0⟩ + 6√2|2⟩ + 2√6|4⟩.

In the third line, |1⟩ receives 1 from |0⟩ and √2·√2 = 2 from |2⟩. In the fourth, |2⟩ receives 3√2 from |1⟩ and √6·√3 = 3√2 from |3⟩, and |4⟩ receives √6·√4 = 2√6.

The first-order energy is the component along |0⟩, that is 3g/(4ω²). In second order the states |2⟩ and |4⟩ lie 2ω and 4ω higher, and the squares of their components are 72 and 24:

−[g²/(16ω⁴)][72/(2ω) + 24/(4ω)] = −[g²/(16ω⁵)](36 + 6) = −21g²/(8ω⁵).

This is where the number 21 arises in the second derivation. The eigenvalue is

ω/2 + 3g/(4ω²) − 21g²/(8ω⁵) + O(g³).

**Back to the energy.** Add the eigenvalues for g = F/2 and g = −F/2. Odd powers of g cancel. The second-order terms add, with g² = F²/4, and the condition becomes

ω − 21F²/(16ω⁵) + O(F⁴) = 2.

In the small term ω may be replaced by its value at zero field, ω = 2, because the error is of order F⁴. Since 16 × 2⁵ = 512,

ω = 2 + 21F²/512 + O(F⁴).

Finally E = −ω²/2. The square is 4 + 4 × 21F²/512 up to order F⁴, so

E = −2 − 21F²/256 + O(F⁴).

Comparison with E = −2 − αF²/2 gives α = 21/128 again.

The wave functions agree as well. For a quartic oscillator write U = (1 + gp)e^(−ωu²/2), to first order in g. The first-order equation, divided by the Gaussian, is

−p″/2 + ωup′ + u⁴ − 3/(4ω²) = 0.

It is solved by p = −u⁴/(4ω) − 3u²/(4ω²). To confirm this, note that −p″/2 = 3u²/(2ω) + 3/(4ω²) and ωup′ = −u⁴ − 3u²/(2ω), so that all terms cancel. At ω = 2, p = −u⁴/8 − 3u²/16. The product UV then has the first-order factor

(F/2)[p(u) − p(v)] = −(F/2)[(u⁴ − v⁴)/8 + 3(u² − v²)/16].

With u⁴ − v⁴ = 4rx and u² − v² = 2x this equals −F(r/4 + 3/16)x, which is Fψ₁/ψ₀. The change of ω does not enter here, since it is of order F².

**What each derivation assumes.** Both rest on the same physical model: isotropic masses, a static uniform field, an expansion in F, and the attraction −1/r at all distances. They use the last assumption differently.

The first route needs the ground state and one localized solution of a differential equation. For another central potential with a nodeless ground state ψ₀, the steps up to the removal of the potential still hold, and the radial equation becomes

f″ + f′/r − f/r² + 2(ψ₀′/ψ₀)f′ = 2r.

For the Coulomb attraction ψ₀′/ψ₀ is the constant −2, and this is why a short polynomial was enough. In general the ratio varies with r and the equation is solved numerically, but the method survives.

The second route needs separability. For a central potential W(r), the product 2rW must split into a function of u plus a function of v. Since 2r = u² + v², it is a function G(u² + v²), and the mixed derivative of a sum of separate functions is zero. This requires 4uvG″ = 0, so G is linear and W is a Coulomb term plus a constant. Any other central potential ends the derivation at its first step.

In return, the second route says more about the Coulomb case. Higher orders in F need only higher orders for one oscillator. It also shows how the level decays. For F > 0 the v oscillator has the potential ω²v²/2 − Fv⁴/2, which turns over and falls without limit. Large v means large negative x, the direction in which the field pulls the pair apart. The power series in F describes the state inside this barrier.

**When the attraction is not 1/r.** A monolayer is itself polarizable, and this breaks the assumption that both derivations share. Let the sheet acquire a dipole moment per area of −ε₀χ times the in-plane gradient of the electric potential Φ. For a charge density σ of wave number q in the plane, the induced charge is −ε₀χq²Φ. Surroundings of constant κ turn a total sheet charge into the potential Φ = (charge)/(2ε₀κq). Therefore

2ε₀κqΦ = σ − ε₀χq²Φ,

Φ = σ/[2ε₀κq(1 + ρq)],  ρ = χ/(2κ).

In effective atomic units the attraction changes from −2π/q to −2π/[q(1 + ρq)], which is the Rytova–Keldysh interaction. At distances much larger than ρ it is the Coulomb attraction. At short distances it is weaker.

For small ρ the leading change is −2π/q → −2π/q + 2πρ. A constant in q is a contact term in space, 2πρδ(**r**). To first order it raises the ground state by 2πρψ₀(0)² = 2πρ × 8/π = 16ρ. Relative to the binding energy of 2, this is 8ρ. The Coulomb model therefore needs 8ρ ≪ 1, with ρ in units of a*, which is stricter than ρ ≪ 1.

The polarizability is more sensitive still. The Sternheimer equation was solved numerically for this attraction, with 24 Laguerre functions in each of the two angular sectors involved:

ρ/a* = 0.001: α is 1.02 times 21/128
ρ/a* = 0.01: 1.20 times
ρ/a* = 0.1: 2.94 times.

A screening length of one hundredth of a* thus already adds 20 %.

**Comparison with a real monolayer.** For WSe₂ in boron nitride a rough typical value of χ/2 is 4.5 nm, so ρ = 4.5/4.5 = 1.0 nm, or 0.84 a*. This is far outside the range of the Coulomb model. The same numerical method gives a binding energy of 0.161 eV in place of 0.538 eV. Measured binding energies for such samples are, roughly, between one and two tenths of an eV, so the screened model has the right size and the Coulomb model does not. The polarizability is 225 meV/(MV/cm)², or 22.5 e nm²/V, which is 26 times the ideal value. For this material 21/128 is a limiting value for checking a calculation, and it should not be used as an estimate. The screened result is itself an effective-mass result with rough parameters.

The factor of 26 can now be taken apart. Define a mean excitation energy Δ by α = 2⟨x²⟩/Δ = ⟨r²⟩/Δ. In the sum over states Δ is an average of the gaps, so it cannot lie below the lowest one. The mean square distance grows by (1.680/0.729)² = 5.3. The lowest gap falls from (16/9) × 0.2688 = 0.478 eV to 0.113 eV, a factor of 4.2. The product, with unrounded factors, is 22.4. The remaining factor of 1.16 arises because Δ lies closer to the lowest gap in the screened model: it is 1.11 times that gap, against 1.29 times in the Coulomb model. The polarizability thus grows through three factors: a larger mean square distance, a smaller lowest gap, and a mean excitation energy closer to that gap.

The dielectric constant of the surroundings depends on frequency, and the value to be used is uncertain. With the other inputs fixed, κ = 4.0 gives 194 and κ = 5.0 gives 261 meV/(MV/cm)², about 15 % to either side. The Coulomb model would change by a factor of (5/4)⁴ = 2.4 over this range. The screened model depends on κ less strongly, for two reasons. Part of its screening comes from the sheet: in κq(1 + ρq) = κq + χq²/2 the second term does not contain κ. At q = 1/(1.68 nm), the wave number set by the size of the exciton, this term is 0.6 times the first. In addition, the attraction is softer than 1/r at short distances, and the size of the exciton then responds less to the overall strength of the attraction.

At 0.1 MV/cm the quadratic shift is −1.13 meV. Diagonalizing the Hamiltonian with the field included, in a basis of localized functions with six angular sectors, gives −1.17 meV, so the quadratic law is about 4 % short. A one-dimensional estimate of tunnelling is the factor e^(−S), where S is twice the integral of √[2(W − Fs − E₀)] through the barrier, at distance s down the slope. Numerical integration gives S = 112 for the Coulomb attraction and 9.3 for the screened one. This straight path leaves out the zero-point motion across it. For the Coulomb case the barrier of the v oscillator gives 116 instead, so e^(−S) can be off by a factor of several tens. The second factor is 9 × 10⁻⁵. The prefactor of the rate was not calculated, so this is no lifetime, but it shows that ionization sets in at far lower fields than the Coulomb model suggests.

Two conditions of use remain. At 300 K the thermal energy is 26 meV, well below the gap of 113 meV, so most bound pairs occupy the ground state, and α describes the shift of that level. It is not the thermal average. The two 2p states have a Boltzmann weight of only 1.3 % each, but they are roughly 17 and 100 times more polarizable, and at weak field the n = 2 levels together contribute about as much as the ground state. Free carriers in a channel are more serious. One carrier per exciton area π⟨r²⟩ corresponds to 1.1 × 10¹³ cm⁻², and a transistor channel in its on state holds roughly 10¹² to 10¹³ cm⁻². Screening sets in well before the carriers are that crowded. For a density n of classical carriers at temperature T, the static screening wave number is e²n/(2ε₀κk_BT), with k_B the Boltzmann constant. At 300 K and 10¹² cm⁻² it is already comparable with 1/(1.68 nm). The values above apply to a channel that is nearly empty of carriers, where their screening can be neglected.
